\section*{Rate window of a two-point capacitance transient measurement}

\section*{Problem}

A Schottky diode on n-type semiconductor is held at reverse bias $V_R$. A pulse to zero bias fills electron traps of density $N_T$ in part of the depletion layer. The pulse ends at $t=0$ and the traps then emit their electrons to the conduction band, each with the same probability $e$ per unit time. The capacitance is sampled at $t_1$ and $t_2>t_1$, and $S=C(t_2)-C(t_1)$ is recorded while the temperature $T$ is swept slowly.

The traps lie at depth $E$ below the conduction band and are neutral when empty. They have degeneracy factor one and a constant capture cross-section $\sigma$. The doping is $N_D\gg N_T$, and $q>0$ is the elementary charge. Formulas are in Gaussian units. To insert volts, coulombs and farads, replace the relative permittivity $\kappa$ by $4\pi\varepsilon_0\kappa$.

\begin{enumerate}
\item[(a)] Derive $C(t)$ to first order in $N_T/N_D$.
\item[(b)] At which emission rate $e^*$ is $S$ largest if the transient amplitude is constant? Show that the maximum is unique, find its height, and evaluate both for $t_1=1$ ms and $t_2=10$ ms.
\item[(c)] Derive $e(T)$ for a band with six equivalent ellipsoidal valleys, and find the temperature of the peak for the diode below.
\item[(d)] The amplitude depends weakly on temperature. By how much does this change the rate at the peak?
\item[(e)] Show how several pairs of sampling times give $E$ and $\sigma$.
\item[(f)] What does the same pair of times select if the traps have a continuous, flat distribution in energy?
\item[(g)] Estimate the effects of finite sampling gates, recapture and the electric field.
\end{enumerate}

The diode is in the regime of lightly doped silicon, with rough typical material values: masses $m_l=0.92\,m_e$ and $m_t=0.19\,m_e$, $\kappa=11.7$, and a barrier $\Phi=0.80$ eV from the metal to the conduction band. The doping is $N_D=10^{15}$ cm$^{-3}$, the area $1$ mm$^2$ and $V_R=5$ V. The trap has the round parameters $E=0.40$ eV, $\sigma=10^{-15}$ cm$^2$ and $N_T=10^{13}$ cm$^{-3}$.

\section*{Solution}

\subsection*{(a) The capacitance transient}

After the pulse the sampled region is depleted of free electrons, so recapture is neglected. The density $n$ of trapped electrons obeys
\begin{equation}
\frac{dn}{dt}=-e\,n,\qquad n(t)=N_T\,e^{-et}.
\end{equation}
In exponentials such as $e^{-et}$ the base is Euler's number; elsewhere $e$ is the emission rate.

Let $x$ be the distance from the metal and $W$ the depletion width. The filled traps lie between $x_1$ and $x_2$. A filled trap is negative, so the charge density is $\rho=q(N_D-n)$ there and $qN_D$ in the rest of the layer. The field vanishes at $W$, hence its magnitude is $F(x)=(4\pi/\kappa)\int_x^W\rho\,dx'$. The total band bending in volts is $V=\int_0^W F\,dx$. Exchanging the order of integration gives
\begin{equation}
V=\frac{4\pi}{\kappa}\int_0^W x\rho\,dx
=\frac{2\pi q}{\kappa}\left[N_DW^2-n(x_2^2-x_1^2)\right].
\end{equation}
With $W_R^2=\kappa V/(2\pi qN_D)$, the width without trapped charge, this becomes
\begin{equation}
W^2=W_R^2+\frac{n}{N_D}(x_2^2-x_1^2).
\end{equation}
Trapped electrons cancel donor charge, so the layer must be wider to support the same voltage.

The capacitance is measured with a small test voltage too fast for the traps to follow. Only the edge moves: $dQ=qN_D\,a\,dW$ for area $a$, and $dV=(4\pi qN_D/\kappa)W\,dW$. Therefore
\begin{equation}
C=\frac{dQ}{dV}=\frac{\kappa a}{4\pi W}.
\end{equation}
Write $C_R$ for the value at $W=W_R$. Since $(1+\delta)^{-1/2}\simeq1-\delta/2$,
\begin{equation}
C(t)=C_R-A\,e^{-et},\qquad
A=C_R\frac{N_T}{2N_D}\,\frac{x_2^2-x_1^2}{W_R^2}.
\end{equation}
The capacitance rises as the traps empty. A single exponential requires one emission rate and $N_T\ll N_D$.

\subsection*{(b) The selected rate}

The signal is
\begin{equation}
S=A\,g(e),\qquad g(e)=e^{-et_1}-e^{-et_2}.
\end{equation}
For very slow emission neither sample has changed much; for very fast emission both have reached the final value. In both limits $S$ vanishes. Between them,
\begin{equation}
\frac{dg}{de}=t_2e^{-et_2}-t_1e^{-et_1}
=t_1e^{-et_2}\left[\frac{t_2}{t_1}-e^{e(t_2-t_1)}\right].
\end{equation}
The factor before the bracket is positive, and the bracket falls steadily with $e$. It changes sign once, from positive to negative, at
\begin{equation}
\boxed{e^*=\frac{\ln(t_2/t_1)}{t_2-t_1}}.
\end{equation}
This is therefore the only maximum. For the given times
\begin{equation}
e^*=\frac{\ln10}{9\times10^{-3}\ \mathrm{s}}=255.8\ \mathrm{s^{-1}},
\qquad \frac1{e^*}=3.909\ \mathrm{ms}.
\end{equation}
The time constant lies between the geometric mean of the sampling times, $3.162$ ms, and their arithmetic mean, $5.5$ ms. Maximizing $S$ after integrating the rate equation numerically for 201 rates between 100 and 600 s$^{-1}$ also gives $255.84$ s$^{-1}$.

For the height, let $r=t_2/t_1$. Then $e^*t_1=\ln r/(r-1)$, so $e^{-e^*t_1}=r^{-1/(r-1)}$. The peak condition gives $e^{-e^*t_2}=e^{-e^*t_1}/r$. Hence
\begin{equation}
g(e^*)=r^{-1/(r-1)}\left(1-\frac1r\right)
=10^{-1/9}\times0.9=0.697 .
\end{equation}

Two limits show what the choice of times does. If $t_2$ approaches $t_1$, then $\ln r\simeq r-1$ and $e^*\to1/t_1$, but the signal vanishes in proportion to $r-1$. If $r$ grows without limit, $g(e^*)\to1$: the first sample sees nearly full traps and the second nearly empty ones. Multiplying both times by a common factor divides $e^*$ by that factor and leaves the height unchanged.

Both times must be counted from the end of the pulse. If the true times are both longer by the same delay, $t_2-t_1$ is unchanged but $t_2/t_1$ is smaller, so the true selected rate is lower than the one calculated.

\subsection*{(c) From rate to temperature}

The rate $e^*$ contains no property of the trap. The trap decides at which temperature its rate equals $e^*$. At constant $A$,
\begin{equation}
\frac{dS}{dT}=A\frac{dg}{de}\frac{de}{dT},
\end{equation}
and since $e$ rises steadily with $T$, the peak lies where $e(T)=e^*$.

To find $e(T)$, consider equilibrium in neutral material. Let $\zeta$ be the depth of the Fermi level below the conduction band. Capture and emission balance:
\begin{equation}
e f=\sigma v\,n_c(1-f),\qquad
f=\frac1{1+e^{(\zeta-E)/kT}},\qquad n_c=N_ce^{-\zeta/kT}.
\end{equation}
Here $f$ is the trap occupation, $n_c$ the free-electron density and $v$ the thermal speed. The last relation requires $n_c\ll N_c$; here $N_D/N_c=6\times10^{-5}$. Because $(1-f)/f=e^{(\zeta-E)/kT}$, the Fermi level drops out:
\begin{equation}
e=\sigma vN_c\,e^{-E/kT}.
\end{equation}
The same rate is used in the depletion layer, which assumes that the field does not alter emission; part (g) examines this.

In one valley the density of states factorizes into three Gaussian integrals,
\begin{equation}
\int_{-\infty}^{\infty}\frac{dk_i}{2\pi}\,e^{-\hbar^2k_i^2/2m_ikT}
=\left(\frac{m_ikT}{2\pi\hbar^2}\right)^{1/2}.
\end{equation}
Two spin states and six valleys contribute a factor 12. Equipartition gives $\langle v_i^2\rangle=kT/m_i$ for each axis. Thus
\begin{equation}
N_c=12\left(\frac{m_dkT}{2\pi\hbar^2}\right)^{3/2},\quad
m_d^3=m_lm_t^2,\quad
v^2=kT\left(\frac1{m_l}+\frac2{m_t}\right).
\end{equation}
Here $v$ is the root-mean-square speed; another average would rescale $\sigma$. The product $vN_c$ grows as $T^2$.

The condition $e(T)=e^*$ is solved numerically, because the prefactor also contains $T$. The solution is $T_0=220.9$ K, where $v=1.972\times10^7$ cm/s and $N_c=1.734\times10^{19}$ cm$^{-3}$. As a check,
\begin{equation}
\ln\frac{\sigma vN_c}{e^*}=\ln\frac{3.419\times10^{11}}{255.8}=21.01,
\qquad kT_0=\frac{0.40\ \mathrm{eV}}{21.01}=19.04\ \mathrm{meV},
\end{equation}
which is indeed $kT$ at $220.9$ K. The rate is sensitive to temperature:
\begin{equation}
\frac{d\ln e}{dT}=\frac1T\left(2+\frac E{kT}\right)
=\frac{23.01}{220.9\ \mathrm K}=10.4\,\%\ \text{per kelvin}.
\end{equation}
Ten kelvin below the peak the rate is $86$ s$^{-1}$ and $S/A=0.495$; ten kelvin above, it is $695$ s$^{-1}$ and $S/A=0.498$. The peak is thus tens of kelvin wide although the trap has a single sharp level.

\subsection*{(d) The size of the signal and the shift of its peak}

The limits $x_1$ and $x_2$ lie where the trap level crosses the Fermi level. At distance $\lambda$ inside the edge $W$ the bands have bent by $2\pi q^2N_D\lambda^2/\kappa$, so the crossing occurs at
\begin{equation}
\frac{\lambda}{W_R}=\left(\frac{E-\zeta}{qV}\right)^{1/2},\qquad
qV=qV_R+\Phi-\zeta .
\end{equation}
The pulse fills traps beyond $x_1=W_P-\lambda$, where $W_P$ is the width at zero bias. After it, traps beyond $x_2=W_R-\lambda$ stay full. Their charge, at most one percent of the doping, is neglected. So is the tail of free electrons at the edge of the layer, which raises the amplitude by two to three percent and its growth with temperature, found below, by about a sixth, so that the shift of $1.6\,\%$ derived from that growth becomes about $1.8\,\%$.

At $T_0$, $\zeta=kT\ln(N_c/N_D)=0.186$ eV and $V=5.614$ V. The width is $W_R=2.694\ \mu$m. Then $\lambda=2.694\sqrt{0.2142/5.614}=0.526\ \mu$m and $W_P=2.694\sqrt{0.6142/5.614}=0.891\ \mu$m, so $x_1=0.365\ \mu$m and $x_2=2.168\ \mu$m. With $C_R=38.45$ pF,
\begin{equation}
A=38.45\ \mathrm{pF}\times\frac{0.01}{2}\times
\frac{2.168^2-0.365^2}{2.694^2}=0.121\ \mathrm{pF}.
\end{equation}
The peak signal is $0.697A=0.084$ pF. A numerical Poisson integral, without the expansion in $N_T/N_D$, gives a step of $0.1204$ pF against $0.1209$ pF from the formula.

Raising $T$ increases $\zeta$ and shrinks $\lambda$. Both $x_1$ and $x_2$ then move away from the metal, where trapped charge has more weight in the voltage integral. The sampled region also widens, because $W_P$ shrinks more than $W_R$, and the smaller $W_R$ raises the factor $C_R/W_R^2$. Together these make $A$ grow by $0.109\,\%$ per kelvin. To find the effect on the peak, set $u=\ln e$ and differentiate:
\begin{align}
\frac{dg}{du}&=e\left(t_2e^{-et_2}-t_1e^{-et_1}\right),\\
\frac{d^2g}{du^2}&=\frac{dg}{du}+e^2\left(t_1^2e^{-et_1}-t_2^2e^{-et_2}\right).
\end{align}
At $e^*$ the first derivative vanishes and $t_1e^{-et_1}=t_2e^{-et_2}\equiv p$. Hence $d^2g/du^2=-e^{*2}p(t_2-t_1)$, while $g=p(1/t_1-1/t_2)=p(t_2-t_1)/(t_1t_2)$. Dividing,
\begin{equation}
\frac{d^2\ln g}{du^2}=-e^{*2}t_1t_2=-0.655 .
\end{equation}
The maximum of $\ln A+\ln g$ satisfies, to first order in the displacement $\delta u$, $d\ln A/du-e^{*2}t_1t_2\,\delta u=0$. Therefore
\begin{equation}
\delta\ln e=\frac{1}{e^{*2}t_1t_2}\,\frac{d\ln A/dT}{d\ln e/dT}
=\frac{1}{0.655}\times\frac{0.109}{10.42}=0.016 .
\end{equation}
An amplitude that grows with temperature moves the peak to a higher rate, here by $1.6\,\%$. A direct search for the maximum of $A(T)g(e(T))$ gives the same $0.0160$.

The full square-root response of the capacitance adds a little. Let $\delta_0=(N_T/N_D)(x_2^2-x_1^2)/W_R^2=0.0063$. The next term of the expansion changes $A\,g$ to $A\,g\,[1-\tfrac34\delta_0(e^{-et_1}+e^{-et_2})]$. The logarithm of the bracket has slope $\tfrac34\delta_0\times2e^*p$ in $u$ at the peak. With $e^*p=0.256\times0.774=0.198$, dividing by $0.655$ gives a further shift of $0.003$. The limit $x_2$ also moves slightly with $W$ during the transient. That effect is of the same order in $N_T/N_D$ and is left out, so the $0.003$ shows only the scale of such corrections, not their sign. A fuller model, with the varying amplitude and the square-root response but with $x_2$ fixed during each transient, has its peak at $221.1$ K and a rate of $260.7$ s$^{-1}$, $1.9\,\%$ above $e^*$. It treats $x_2$ as a sharp limit. Recapture near $x_2$, discussed in part (g), shifts the rate the other way by a similar amount, so this model does not settle the sign of the net shift. The selected rate is near 256 s$^{-1}$, with corrections of the order of a percent.

\subsection*{(e) Depth and cross-section from several windows}

Let $vN_c=\gamma T^2$. Assigning the rate $e^*$ to each peak temperature gives
\begin{equation}
\ln\frac{e^*}{T^2}=\ln(\sigma\gamma)-\frac{E}{kT}.
\end{equation}
A plot against $1/kT$ has slope $-E$, and its intercept gives $\sigma$. In the fuller model, with $t_2/t_1=10$ throughout, $t_1=0.1$ ms puts the peak at $245.61$ K with $e^*=2558$ s$^{-1}$, and $t_1=10$ ms puts it at $200.86$ K with $25.58$ s$^{-1}$. These two alone give
\begin{equation}
E=k\,\frac{\ln100-2\ln(245.61/200.86)}{1/200.86-1/245.61}\ \mathrm{K}
=0.399\ \mathrm{eV}.
\end{equation}
A line through five windows gives $0.3992$ eV and $\sigma=9.4\times10^{-16}$ cm$^2$. Within this model, which omits recapture, the depth is $0.8$ meV too small and the cross-section $6\,\%$ too small. The two errors are linked: at the middle window the depth error contributes $-0.0008/0.0190=-0.042$ to $\ln\sigma$, and assigning $e^*$ in place of the higher actual rate contributes $-0.019$. Their sum, $-0.061$, accounts for the $6\,\%$. These errors belong to the sharp-edge model: recapture near $x_2$ shifts every peak the other way and largely removes them, so they show the scale of such errors and are not a correction to apply.

If capture itself is thermally activated, $\sigma=\sigma_\infty e^{-E_\sigma/kT}$, the slope becomes $-(E+E_\sigma)$. The plot alone cannot separate the two energies. Likewise, if the depth varies with temperature as $E=E_0-\alpha T$, the slope gives $E_0$ and the intercept gives $\sigma e^{\alpha/k}$, so in a real diode the intercept is only an apparent cross-section.

\subsection*{(f) A continuous distribution of traps}

Traps at a silicon--oxide interface are spread over the gap. Suppose their density per unit energy, $D$, is flat, all have the same $\sigma$, and each contributes equally to the capacitance change when it emits. Then $E=kT\ln(\sigma vN_c/e)$ and $|dE|=kT\,de/e$ at fixed $T$. The signal is proportional to
\begin{equation}
I=kTD\int_0^\infty\frac{e^{-et_1}-e^{-et_2}}{e}\,de .
\end{equation}
The limits may be extended to zero and infinity when the filled energy range covers all rates that contribute. Differentiating with respect to $t_2$ gives $dI/dt_2=kTD\int_0^\infty e^{-et_2}de=kTD/t_2$, and $I=0$ at $t_2=t_1$. Hence
\begin{equation}
I=kTD\,\ln\frac{t_2}{t_1}.
\end{equation}
There is no peak in temperature. The rate $e^*$ keeps a different meaning: traps emitting at $e^*$ have the largest weight per unit energy, and their depth $E^*=kT\ln(\sigma vN_c/e^*)$ moves deeper into the gap as $T$ rises. With the present $\sigma$, $E^*=0.40$ eV at $220.9$ K. A sweep then scans the distribution instead of identifying one level.

\subsection*{(g) Neglected effects and real diodes}

\paragraph{Gates.} If each sample is an average over a gate of width $w$ centred on its nominal time, every exponential acquires the factor $\sinh y/y$ with $y=ew/2$. For small $y$ its logarithm is $y^2/6$, with slope $y^2/3$ in $\ln e$. For $w=0.5$ ms, $y=0.064$ and the shift is $0.00136/0.655=0.2\,\%$. The numerical maximum is at $256.4$ s$^{-1}$.

\paragraph{Recapture.} Free electrons extend into the depletion layer as $e^{-(\text{bending})/kT}$. At $x_2$ capture equals emission; it has fallen to a tenth when the bending has grown by $kT\ln10=0.044$ eV. The strip in between occupies about $3\,\%$ of the sampled width. Its occupation settles at the sum of the emission and capture rates, faster than by emission alone. This moves the peak to a slightly lower temperature and emission rate, against the shift found in part (d) and of similar size. During the pulse, capture in neutral material takes $1/(\sigma vN_D)=51$ ns, so a much longer pulse fills the traps there. Near $x_1$ capture is only as fast as emission, and filling up to this limit takes milliseconds. A shorter pulse gives a somewhat smaller amplitude.

\paragraph{Field.} The largest field is $2V/W_R=0.042$ MV/cm, well below the breakdown field of roughly $0.3$ MV/cm for such silicon. In the sampled region it reaches $F=0.036$ MV/cm. For a trap that is charged when empty, an escaping electron has the energy $-q^2/(\kappa x)-qFx$ along the field. Its maximum, at $x=(q/\kappa F)^{1/2}$, lies
\begin{equation}
\Delta E=2q\left(\frac{qF}{\kappa}\right)^{1/2}=42\ \mathrm{meV}
\end{equation}
below the band edge. If all traps felt this largest field and every escape direction had the full lowering, the peak would move from $221$ to $200$ K. The lowering is smaller at an angle to the field and absent against it; averaged over directions, the same field moves the peak only to about $210$ K. In reality the field varies across the layer, so such traps have a range of rates and the single-exponential result no longer applies. The trap assumed here is neutral when empty and has no such Coulomb barrier. Thermally assisted tunnelling can still raise its rate. With the mass $m_t$, the local thermal density of states in a uniform field grows by about $3\,\%$ at the largest field in the sampled region. The line on tunnelling in the numerical output gives this growth, which is not an upper bound on the change of the emission rate. Estimates based on the flux through the barrier can be much larger. The field-free rate is therefore an assumption of the example; in a real diode it should be tested by repeating the sweep at another reverse bias.

\paragraph{The real case.} The material values are rough, and the trap parameters are round numbers chosen for the example. In the model of part (d) the varying amplitude and nonlinear response move the selected rate by $2\,\%$, equivalent to $0.2$ K. Recapture, which that model omits, has an effect of similar size; the effect of tunnelling is not settled here. A thermometer error of $1$ K would change the rate inferred at the peak by $10\,\%$, and barrier lowering at a trap that is charged when empty moves the peak by some $7$ to $10$ K at the same cross-section; the one-dimensional value of $20$ K is only an upper limit. Such a trap often has a larger cross-section as well, which would lower the peak temperature further. The values used here are listed in the numerical output below.

\section*{Numbers as computed}
\begin{verbatim}
sampling times: 1 and 10 ms
peak emission rate, formula: 255.84 1/s
peak emission rate, integrated rate equations: 255.84 1/s
time constant at peak: 3.909 ms
geometric mean of times: 3.162 ms
arithmetic mean of times: 5.500 ms
peak height S/A: 0.6968
curvature e*^2 t1 t2: 0.6546
masses m_l, m_t: 0.92, 0.19 m_e
relative permittivity: 11.7
trap depth: 0.40 eV
capture cross-section: 1.0e-15 cm2
doping, trap density: 1.0e+15, 1.0e+13 cm^-3
metal barrier: 0.80 eV; reverse bias: 5.0 V
diode area: 1.0 mm2
peak temperature, constant amplitude: 220.90 K
kT at peak: 19.04 meV
band density N_c at peak: 1.734e+19 cm^-3
rms thermal speed at peak: 1.972e+07 cm/s
at 210.90 K: rate 86.1 1/s, S/A 0.4948
at 220.90 K: rate 255.8 1/s, S/A 0.6968
at 230.90 K: rate 694.5 1/s, S/A 0.4984
relative rate change per kelvin: 10.42 %/K
Fermi level below band: 0.1858 eV
depletion width: 2.694 um
sampled region x1 to x2: 0.365 to 2.168 um
capacitance without trapped charge: 38.45 pF
transient amplitude A: 0.1209 pF
capacitance step from Poisson integral: 0.1204 pF
peak signal, constant amplitude: 0.0843 pF
amplitude change per kelvin: 0.109 %/K
shift of ln(rate), formula: 0.01601
shift of ln(rate), direct search: 0.01602
fuller model: peak at 221.08 K, rate 260.69 1/s
window 0.1/1 ms: 2558.43 1/s, 245.61 K
window 0.3/3 ms: 852.81 1/s, 233.29 K
window 1.0/10 ms: 255.84 1/s, 221.08 K
window 3.0/30 ms: 85.28 1/s, 210.97 K
window 10.0/100 ms: 25.58 1/s, 200.86 K
recovered trap depth: 0.3992 eV
recovered cross-section: 9.424e-16 cm2
peak rate with 0.5 ms gates: 256.38 1/s
largest field in diode: 0.0417 MV/cm
largest field in sampled region: 0.0360 MV/cm
rate increase by tunnelling, at most: 3.19 %
barrier lowering if donor-like: 42.1 meV
peak temperature with that lowering: 199.57 K
region with recapture above 10 % of emission: 2.85 %
capture time in neutral material: 50.7 ns
degeneracy measure N_D/N_c: 5.77e-05
\end{verbatim}
